Localised fold versus periodic wrinkles of a floating inextensible sheet

**Problem**

A thin inextensible sheet lies on a deep liquid and is compressed along one direction, with no variation across its width. Its bending modulus is B and the specific weight of the liquid is K. Lengths are measured in ℓ = (B/K)^(1/4), energies per unit width in B/ℓ, and forces per unit width in B/ℓ². Let s be arclength, φ(s) the angle of the tangent to the horizontal, and h(s) the height above the flat level. A prime means d/ds, so h' = sin φ. The energy and the compression (the horizontal length lost) are

E = ∫ (½φ'² + ½h² cos φ) ds,  Δ = ∫ (1 − cos φ) ds.

The liquid term is ½h² dx with dx = cos φ ds. The sheet's weight and stretching are neglected, and P denotes the net compressive load. For 0 < κ < 1 and k² + κ² = 1, consider on an infinite sheet

φ(s) = 4 arctan[ κ sin(ks) / (k cosh κs) ].

(a) Show that this fold satisfies nonlinear bending equilibrium, and find P.
(b) Find Δ and E.
(c) Find the energy of periodic wrinkles on a length L for small Δ/L. When is the fold lower at equal Δ?
(d) Evaluate both states numerically for Δ = 4 and L = 40π, which is 20 wavelengths of infinitesimal wrinkles. Convert the main results for B = 10⁻⁹ N m and a liquid of density 1000 kg/m³.

**Solution**

**(a) Equilibrium**

Equilibrium at given Δ makes E − PΔ stationary. A multiplier Q(s) enforces h' = sin φ, so the integrand is

Λ = ½φ'² + ½h² cos φ − P(1 − cos φ) + Q(h' − sin φ).

Variation of φ and of h gives

φ'' + (½h² + P) sin φ + Q cos φ = 0,  Q' = h cos φ. (1)

Since Λ does not depend explicitly on s, φ'² + Qh' − Λ is constant. It vanishes far from a localised fold, hence

½φ'² − ½h² cos φ + P(1 − cos φ) + Q sin φ = 0. (2)

Multiply the first equation of (1) by sin φ, subtract cos φ times (2), and Q drops out:

φ'' sin φ − ½φ'² cos φ + ½h² + P(1 − cos φ) = 0. (3)

In the derivative of (3) the two terms in φ'φ'' cos φ cancel, and sin φ is a common factor. Therefore

φ''' + ½φ'³ + Pφ' + h = 0. (4)

Conversely, a decaying solution of (4) with h' = sin φ is an equilibrium. Multiplying (4) by sin φ and integrating restores (3), with zero constant because of the decay. Now define

Q = −φ'' cos φ − ½φ'² sin φ − P sin φ.

Its derivative is −cos φ (φ''' + ½φ'³ + Pφ') = h cos φ. Inserting Q in the left side of the first equation of (1) gives sin φ times the left side of (3), which is zero. It is therefore enough to prove (4).

Write

F = k cosh κs, G = κ sin ks, N = F² + G²,

so that tan(φ/4) = G/F. These functions obey

F'' = κ²F, G'' = −k²G,
F'² = κ²F² − κ²k², G'² = κ²k² − k²G². (5)

Differentiating the arctangent, and using double angles, one finds

φ' = 4W/N with W = FG' − GF',
sin φ = 4FG(F² − G²)/N², 1 − cos φ = 8F²G²/N².

The height is

h = −4(FG)'/N. (6)

It decays at both ends. To confirm its slope, use (FG)'' = (κ² − k²)FG + 2F'G' and N' = 2(FF' + GG'). The products containing F'G' cancel, leaving

(FG)''N − (FG)'N' = FG[(κ² − k²)N − 2(F'² + G'²)].

By (5), F'² + G'² = κ²F² − k²G². The bracket becomes −(κ² + k²)(F² − G²) = −(F² − G²). Thus h' = 4FG(F² − G²)/N² = sin φ.

Two more identities are needed. First, W' = FG'' − GF'' = −(k² + κ²)FG = −FG. Second,

N'' = 2(F'² + G'² + FF'' + GG'') = 4(κ²F² − k²G²),

while (FF' + GG')² + W² = N(F'² + G'²). Hence NN'' − N'² = 4W², or

N''/N − N'²/N² = φ'²/4. (7)

Differentiate φ'N = 4W once and twice:

φ''N + φ'N' = −4FG,
φ'''N + 2φ''N' + φ'N'' = −4(FG)' = hN.

Eliminating φ'' gives

φ''' = h + 8FGN'/N² + 2φ'N'²/N² − φ'N''/N.

By (7), ½φ'³ = 2φ'(N''/N − N'²/N²). Adding this removes N'²:

φ''' + ½φ'³ = h + 8FGN'/N² + φ'N''/N.

The left side of (4), multiplied by N²/8, is therefore

−(FG)'N + FGN' + ½W(N'' + PN).

Choose P = 2(k² − κ²). Then N'' + PN = 2(κ² + k²)(F² − G²) = 2(F² − G²), and the last term is

W(F² − G²) = F³G' − FG²G' − F²GF' + G³F'.

The first two terms expand to

−F³G' + FG²G' + F²GF' − G³F'.

The sum is zero, which proves (4). With k² = 1 − κ²,

P = 2 − 4κ².

The opposite sign of φ gives the same fold turned upwards, with the same energy.

**(b) Compression and energy**

Let M = FF' − GG'. From (5), M' = 2κ²F² + 2k²G² − 2κ²k². Also

MN' = 2(F²F'² − G²G'²) = 2[κ²F⁴ + k²G⁴ − κ²k²N].

Subtracting this from M'N leaves 2(κ² + k²)F²G² = 2F²G², so

1 − cos φ = 4(M/N)'.

Since M/N tends to ±κ at the two ends, Δ = 8κ. The horizontal position, measured from the centre, is x = s − 4M/N.

Equation (7) says φ'² = 4(N'/N)', and N'/N tends to ±2κ, so ∫φ'² ds = 16κ. Let I = ∫h² cos φ ds. Integration by parts gives

∫Q sin φ ds = ∫Qh' ds = −∫Q'h ds = −I.

The integral of (2) is then 8κ − ½I + 8κP − I = 0, so I = (16κ/3)(1 + P). The energy is

E = 8κ + ½I = (8κ/3)(4 + P) = 16κ − (32/3)κ³.

With κ = Δ/8,

E_fold = 2Δ − Δ³/48. (8)

Its derivative, 2 − Δ²/16, equals P, as it must for a load that does work through Δ. The load falls as the fold grows.

These formulas hold only while the sheet does not touch itself. The two flanks meet when x returns to zero at some s > 0. Solving this condition numerically with x = s − 4M/N gives Δ = 5.60, or 0.891 wavelengths. Beyond it contact forces are needed.

**(c) Periodic wrinkles**

Take a sheet of length L with periodic ends and write δ = Δ/L. Consider up-down symmetric wrinkles

φ = a cos θ + b cos 3θ + …, θ = qs, b = O(a³).

The harmonic b affects the averages below only at order a⁶, because cos θ and cos 3θ are orthogonal. The compression per length is

δ = ⟨φ²/2 − φ⁴/24⟩ = a²/4 − a⁴/64,

which inverts to a² = 4δ + δ² + O(δ³). The fundamental part of sin φ has amplitude a − a³/8, so h has amplitude (a − a³/8)/q. Hence

⟨h²⟩ = (a² − a⁴/4)/(2q²),
½⟨h²φ²⟩ = a⁴/(16q²),
⟨h² cos φ⟩ = a²/(2q²) − 3a⁴/(16q²).

The energy per length is

e = (a²/4)(q² + q⁻²) − 3a⁴/(32q²) + O(a⁶).

Near q = 1, q² + q⁻² ≈ 2 + 4(q − 1)². Minimising gives q − 1 ≈ −3a²/32 ≈ −3δ/8, which changes e only at order δ³. Setting q = 1 and inserting a²,

e = a²/2 − 3a⁴/32 = 2δ + δ²/2 − 3δ²/2 = 2δ − δ²,
E_wrinkle = 2Δ − Δ²/L + O(Δ³/L²). (9)

A finite periodic sheet must hold a whole number of wrinkles. Treating q as free can only lower the wrinkle energy, so it favours the wrinkles in the comparison.

At equal Δ and L, (8) and (9) give

E_wrinkle − E_fold ≈ Δ³/48 − Δ²/L = Δ²(ΔL − 48)/(48L).

For fixed Δ and L → ∞ the wrinkles flatten, their energy tends to 2Δ, and the fold is lower by Δ³/48. On a finite sheet the fold is lower if ΔL is well above 48. The value 48 is not the transition point: the envelope of a small fold is proportional to sech κs, so its value at the ends, relative to the centre, is sech(ΔL/16), which is still 0.10 at ΔL = 48. The infinite-sheet formula is then only an estimate. On a periodic sheet localisation sets in earlier, at ΔL = 4π², as shown at the end of this part.

The limit of small Δ shows why localisation pays. The fold becomes a slowly modulated wrinkle of amplitude a(s) = 4κ sech κs and local compression a²/4 = 4κ² sech² κs. The term −δ² in the wrinkle energy, applied locally, contributes

−16κ⁴ ∫sech⁴ κs ds = −(64/3)κ³ = −Δ³/24.

The cost a²(q − 1)² of a wavenumber different from 1 becomes a'² for a slow envelope, and contributes

∫a'² ds = 16κ³ · (2/3) = (32/3)κ³ = Δ³/48.

The sum is −Δ³/48, in agreement with (8). Wrinkles soften as they grow, so concentrating them saves energy, and the cost of a narrow envelope takes back half of the saving.

The same two terms fix where uniform wrinkles lose stability for small δ. Let the local compression be δ + η cos ps, which keeps Δ fixed. The term −δ² changes on average by −η²/2. Since a = 2√δ, the envelope cost is ⟨a'²⟩ = η²p²/(2δ). The total change, (η²/2)(p²/δ − 1), is negative when δ > p². The longest modulation on a periodic sheet has p = 2π/L, so uniform wrinkles are unstable for ΔL > 4π² ≈ 39.5. Beyond this value a modulated state is lower, and it approaches the fold as ΔL grows.

**(d) Numerical evaluation**

For Δ = 4, κ = 4/8 = 0.5, k = √0.75 = 0.8660 and P = 2 − 4(0.25) = 1. The height at the centre is −4κ = −2. The steepest tangent is at 93.2°, so the sheet slightly overhangs.

Equation (4) can be checked for this fold without the identities for F and G. Differentiating (4) gives

φ'''' + (3/2)φ'²φ'' + Pφ'' + sin φ = 0.

With numerical derivatives in 40-digit arithmetic, at four points on each of the folds Δ = 2, 4 and 5, the left side is at most about 10⁻⁴⁰.

A second route uses the energy itself. Add to φ a small Gaussian bump of unit width, centred in turn at s = −1.5, 0.5, 2 and 4, and add a compensating bump near s = −6 that keeps both ends at h = 0. Then compute E − PΔ by quadrature for bump amplitudes ±10⁻⁴. The largest slope with respect to amplitude is 2.6×10⁻⁸ for P = 1, but 0.20 if the load is set to 1.1. Under these four variations E − PΔ is thus stationary at the predicted load and not at the altered one. This supports the equilibrium proved in part (a); it does not show that the fold is the global minimum.

Quadrature of the energy over L = 125.66 gives

bending 4.0000 + liquid 2.6667 = 6.6667,

and (8) gives 8 − 64/48 = 6.6667. The truncation at the ends is harmless, since exp(−κL/2) = e⁻³¹.

For the wrinkles, the harmonics cos θ, cos 3θ and cos 5θ and the wavenumber q were varied to minimise the energy at fixed δ. The results for Δ = 4, with the fold energy 6.6667 subtracted in the last entry, are:

- L = 5 wavelengths: E_wrinkle = 7.4866, excess 0.8199.
- L = 20 wavelengths: E_wrinkle = 7.8724, excess 1.2058.
- L = 80 wavelengths: E_wrinkle = 7.9682, excess 1.3015.

With q free these sheets would hold 4.76, 19.76 and 79.76 wrinkles, so the values are lower bounds for periodic ends. With 5, 20 and 80 whole wrinkles (q = 1) the energies are 7.5235, 7.8747 and 7.9683. The excess rises towards the infinite-sheet value Δ³/48 = 1.3333. For 20 wavelengths, (9) gives 8 − 16/125.66 = 7.8727, close to the minimised value. The computed q = 0.9880 also agrees with 1 − 3δ/8 = 0.9881 for δ = 0.03183.

On this sheet the fold has 1.2058/7.8724 = 15% less energy than the wrinkles. The split of the energy shows where the saving lies. For a fixed wrinkle shape, bending scales as q² and liquid energy as q⁻², so at the best q they are equal, here 3.936 each. With exactly 20 wrinkles the split is 4.032 for bending and 3.843 for the liquid. The fold has about the same bending energy, 4.000, but much less liquid energy, 2.667.

The condition on ΔL matters. For L = 20 wavelengths the minimised wrinkle energy crosses (8) at Δ = 0.382, where ΔL = 48.0. At Δ = 0.2 the wrinkles have 0.39968 and formula (8) gives 0.39983, so the order is reversed. There sech(ΔL/16) = 0.40, and the infinite-sheet fold does not fit on the sheet. The crossing is not the physical transition: on this sheet the wrinkles become unstable to modulation already at ΔL ≈ 39.5, or Δ ≈ 0.314. At Δ = 4, ΔL = 503, far inside the regime where the fold wins.

For the given parameters K = 9807 N/m³, which gives ℓ = 0.5651 mm and B/ℓ = 1.770 μJ/m. The wavelength is 2πℓ = 3.55 mm, the sheet is 71.0 mm long, and the compression is 2.26 mm. The force unit B/ℓ² = 3.13 mN/m is small against the surface tension of water, about 72 mN/m. For an inextensible sheet surface tensions only shift the net load P, and adhesion or wetting between the flanks of the fold is not modelled. The energies per unit width are

E_fold = 6.6667 × 1.770 μJ/m = 11.80 μJ/m,
E_wrinkle = 7.8724 × 1.770 μJ/m = 13.93 μJ/m.

With exactly 20 wrinkles the second value becomes 13.94 μJ/m. At this compression the localised fold is therefore an equilibrium of lower energy than the periodic wrinkles, which at ΔL far above 4π² are themselves unstable to modulation.
